# Conductance and Shot Noise of a Two-Channel Point Contact: a program that tests the result

```python
"""
Result under test: a coherent contact with spin-degenerate transmission
eigenvalues T = 0.9 and 0.3 has conductance G = G0*sum(T) = 1.2 G0 and
zero-temperature Fano factor F = S/(2 e I) = sum(T(1-T))/sum(T) = 0.25.
G0 = 2e^2/h; S = one-sided low-frequency current noise; I = current.
Electrons are noninteracting and T does not depend on energy.
Lattice checks use hopping J = 1, hbar = 1, and count one spin species.
"""
import itertools
import numpy as np
from scipy.constants import e, h, k as k_B
from scipy.special import expit

transmissions = np.array([0.9, 0.3])
bias = 0.010
temperatures = [4.0, 300.0]
G0 = 2 * e**2 / h

sum_T = transmissions.sum()
sum_partition = np.sum(transmissions * (1 - transmissions))
fano = sum_partition / sum_T
conductance = G0 * sum_T
current = conductance * bias
noise_zero = 2 * e * current * fano
assert abs(sum_T - 1.2) < 1e-12
assert abs(fano - 0.25) < 1e-12


def rotation(degrees):
    a = np.radians(degrees)
    return np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])


# Junction matrix between the end sites of two left and two right chains.
# The rotations mix the modes, so chains are not eigenchannels.
left_mix, right_mix = rotation(30), rotation(50)
onsite = np.diag(np.sqrt(1 - transmissions))
link = np.diag(np.sqrt(transmissions))
junction = np.block([
    [left_mix @ onsite @ left_mix.T, left_mix @ link @ right_mix.T],
    [right_mix @ link @ left_mix.T, -right_mix @ onsite @ right_mix.T]])

# Green-function scattering calculation at several band energies.
for wave_number in (0.4, 1.1, 1.9, 2.7):
    energy = 2 * np.cos(wave_number)
    self_energy = np.exp(-1j * wave_number)
    green = np.linalg.inv((energy - self_energy) * np.eye(4) - junction)
    t_matrix = 2j * np.sin(wave_number) * green[2:, :2]
    t_dag_t = t_matrix.conj().T @ t_matrix
    found = np.linalg.eigvalsh(t_dag_t)[::-1]
    assert np.allclose(found, transmissions, atol=1e-10)
mode_prob = np.real(np.diag(t_dag_t))
fano_modes = np.sum(mode_prob * (1 - mode_prob)) / mode_prob.sum()
fano_trace = np.real(np.trace(t_dag_t @ (np.eye(2) - t_dag_t))
                     / np.trace(t_dag_t))
assert abs(fano_trace - fano) < 1e-10
assert fano_modes > fano + 0.05

# Many-electron evolution: left chains full, right chains empty at time 0.
# The populated window is the whole band, of width 4J.
# Times stay below the return time of electrons reflected at the far ends.
length = 220
chain = np.diag(np.ones(length - 1), 1) + np.diag(np.ones(length - 1), -1)
end_site = np.zeros((length, length))
end_site[0, 0] = 1.0
hamiltonian = np.kron(np.eye(4), chain) + np.kron(junction, end_site)
levels, states = np.linalg.eigh(hamiltonian)
half = 2 * length


def right_side_count(time):
    """Mean and variance of the electron number on the right side."""
    amplitude = (states[half:] * np.exp(-1j * levels * time)) @ states[:half].T
    correlation = amplitude @ amplitude.conj().T
    mean = np.real(np.trace(correlation))
    return mean, mean - np.sum(np.abs(correlation)**2)


time_1, time_2 = 100.0, 200.0
mean_1, var_1 = right_side_count(time_1)
mean_2, var_2 = right_side_count(time_2)
mean_rate = (mean_2 - mean_1) / (time_2 - time_1)
var_rate = (var_2 - var_1) / (time_2 - time_1)
attempt_rate = 4 / (2 * np.pi)
fano_count = var_rate / mean_rate
# One percent allows for the logarithmic finite-time part of the variance.
assert abs(mean_rate / (attempt_rate * sum_T) - 1) < 0.01
assert abs(var_rate / (attempt_rate * sum_partition) - 1) < 0.01
assert abs(fano_count / fano - 1) < 0.01


def noise_formula(voltage, temperature):
    thermal = k_B * temperature
    x = e * voltage / (2 * thermal)
    return 2 * G0 * (2 * thermal * np.sum(transmissions**2)
                     + e * voltage / np.tanh(x) * sum_partition) / e * e


def noise_by_events(voltage, temperature):
    """Enumerate occupations and outcomes, then integrate over energy."""
    thermal = k_B * temperature
    u = e * voltage / thermal
    grid = np.linspace(-45, u + 45, 20001)
    f_left, f_right = expit(u - grid), expit(-grid)
    variance = np.zeros_like(grid)
    for T in transmissions:
        first, second = np.zeros_like(grid), np.zeros_like(grid)
        for n_left, n_right in itertools.product((0, 1), repeat=2):
            weight = ((f_left if n_left else 1 - f_left)
                      * (f_right if n_right else 1 - f_right))
            charge = n_left - n_right
            first += weight * T * charge
            second += weight * T * charge**2
        variance += second - first**2
    step = grid[1] - grid[0]
    integral = step * (variance.sum() - (variance[0] + variance[-1]) / 2)
    return 2 * G0 * thermal * integral


thermal_rows = []
for temperature in temperatures:
    noise = noise_by_events(bias, temperature)
    assert abs(noise / noise_formula(bias, temperature) - 1) < 1e-8
    x = e * bias / (2 * k_B * temperature)
    equilibrium = 4 * k_B * temperature * conductance
    assert abs(noise_by_events(0.0, temperature) / equilibrium - 1) < 1e-8
    excess_ratio = (noise - equilibrium) / (2 * e * current)
    recovered = excess_ratio / (1 / np.tanh(x) - 1 / x)
    assert abs(recovered - fano) < 1e-6
    thermal_rows.append((temperature, x, equilibrium, noise,
                         noise / (2 * e * current), excess_ratio, recovered))


def pair_from_sums(total, total_squares):
    product = (total**2 - total_squares) / 2
    return np.sort(np.roots([1, -total, product]).real)[::-1]


# Inversion uses the conductance and Fano factor of the lattice scatterer.
g_lattice = np.real(np.trace(t_dag_t))
squares = g_lattice * (1 - fano_trace)
pair = pair_from_sums(g_lattice, squares)
assert np.allclose(pair, transmissions, atol=1e-8)
third = 0.1
triple = np.append(pair_from_sums(g_lattice - third, squares - third**2), third)
triple_g = triple.sum()
triple_fano = np.sum(triple * (1 - triple)) / triple_g
assert np.all((triple > 0) & (triple < 1))
assert abs(triple_g - sum_T) < 1e-9 and abs(triple_fano - fano) < 1e-9

# Bounds on F at fixed total transmission 1.2.
first_T = np.linspace(0.2, 1.0, 801)
second_T = sum_T - first_T
scan = (first_T * (1 - first_T) + second_T * (1 - second_T)) / sum_T
fano_min, fano_max = scan.min(), scan.max()
T_at_max = first_T[scan.argmax()]
assert abs(T_at_max - 0.6) < 1e-9
assert min(scan[0], scan[-1]) < fano_min + 1e-12
rng = np.random.default_rng(4)
samples = sum_T * rng.dirichlet([0.5, 0.5, 0.5, 0.5], 20000)
samples = samples[samples.max(axis=1) <= 1]
sample_fano = np.sum(samples * (1 - samples), axis=1) / sum_T
assert len(samples) > 1000 and sample_fano.min() >= fano_min - 1e-12

print(f"transmissions T1, T2: {transmissions[0]:.1f}, {transmissions[1]:.1f}")
print(f"bias: {bias*1e3:.1f} mV")
print(f"G0 = 2e^2/h: {G0*1e6:.3f} microsiemens")
print(f"sum of T = G/G0: {sum_T:.4f}")
print("T(1-T) per channel:", np.round(transmissions*(1-transmissions), 4))
print(f"sum of T(1-T): {sum_partition:.4f}")
print(f"Fano factor: {fano:.4f}")
print(f"conductance: {conductance*1e6:.2f} microsiemens")
print(f"resistance: {1/conductance/1e3:.3f} kiloohm")
print(f"current: {current*1e6:.4f} microampere")
print(f"attempts per channel, 2eV/h: {2*e*bias/h:.4e} per s")
print(f"frequency scale eV/h: {e*bias/h/1e12:.3f} THz")
print(f"Poisson noise 2eI: {2*e*current:.4e} A^2/Hz")
print(f"zero-temperature noise S: {noise_zero:.4e} A^2/Hz")
print("mixed-mode probabilities p:", np.round(mode_prob, 4))
print(f"wrong Fano factor from p: {fano_modes:.4f}")
print(f"Fano factor from matrix trace: {fano_trace:.4f}")
print(f"lattice: sites per chain {length}, times {time_1:.0f}, {time_2:.0f} hbar/J")
print(f"lattice mean count at the two times: {mean_1:.3f}, {mean_2:.3f}")
print(f"lattice count variance at the two times: {var_1:.3f}, {var_2:.3f}")
print(f"lattice attempt rate 4J/h: {attempt_rate:.5f} J/hbar")
print(f"lattice mean rate / attempt rate: {mean_rate/attempt_rate:.4f}")
print(f"lattice variance rate / attempt rate: {var_rate/attempt_rate:.4f}")
print(f"lattice Fano factor: {fano_count:.4f}")
for temp, x, eq, noise, raw, excess, recovered in thermal_rows:
    print(f"at {temp:.0f} K: x = eV/(2 kB Theta) = {x:.4f}")
    print(f"  equilibrium noise: {eq:.4e} A^2/Hz")
    print(f"  total noise: {noise:.4e} A^2/Hz")
    print(f"  raw S/(2eI): {raw:.4f}")
    print(f"  excess noise/(2eI): {excess:.4f}")
    print(f"  Fano factor after thermal correction: {recovered:.4f}")
print(f"sum of T^2 from G and F: {squares:.4f}")
print(f"product T1*T2 from G and F: {pair.prod():.4f}")
print("two-channel inversion:", np.round(pair, 4))
print("three channels with same G and F:", np.round(triple, 4))
print(f"  their G/G0 and F: {triple_g:.4f}, {triple_fano:.4f}")
print(f"smallest F at G = 1.2 G0: {fano_min:.4f}")
print(f"largest two-channel F at G = 1.2 G0: {fano_max:.4f}")
print("no test failed")
```

Printed output:

```
transmissions T1, T2: 0.9, 0.3
bias: 10.0 mV
G0 = 2e^2/h: 77.481 microsiemens
sum of T = G/G0: 1.2000
T(1-T) per channel: [0.09 0.21]
sum of T(1-T): 0.3000
Fano factor: 0.2500
conductance: 92.98 microsiemens
resistance: 10.755 kiloohm
current: 0.9298 microampere
attempts per channel, 2eV/h: 4.8360e+12 per s
frequency scale eV/h: 2.418 THz
Poisson noise 2eI: 2.9793e-25 A^2/Hz
zero-temperature noise S: 7.4483e-26 A^2/Hz
mixed-mode probabilities p: [0.75 0.45]
wrong Fano factor from p: 0.3625
Fano factor from matrix trace: 0.2500
lattice: sites per chain 220, times 100, 200 hbar/J
lattice mean count at the two times: 76.395, 152.788
lattice count variance at the two times: 19.476, 38.606
lattice attempt rate 4J/h: 0.63662 J/hbar
lattice mean rate / attempt rate: 1.2000
lattice variance rate / attempt rate: 0.3005
lattice Fano factor: 0.2504
at 4 K: x = eV/(2 kB Theta) = 14.5056
  equilibrium noise: 2.0539e-26 A^2/Hz
  total noise: 8.9887e-26 A^2/Hz
  raw S/(2eI): 0.3017
  excess noise/(2eI): 0.2328
  Fano factor after thermal correction: 0.2500
at 300 K: x = eV/(2 kB Theta) = 0.1934
  equilibrium noise: 1.5404e-24 A^2/Hz
  total noise: 1.5452e-24 A^2/Hz
  raw S/(2eI): 5.1865
  excess noise/(2eI): 0.0161
  Fano factor after thermal correction: 0.2500
sum of T^2 from G and F: 0.9000
product T1*T2 from G and F: 0.2700
two-channel inversion: [0.9 0.3]
three channels with same G and F: [0.9275 0.1725 0.1   ]
  their G/G0 and F: 1.2000, 0.2500
smallest F at G = 1.2 G0: 0.1333
largest two-channel F at G = 1.2 G0: 0.4000
no test failed
```
